The Rényi Jamming Coverage as an Integral over Deposition Time

**1. What the answer can depend on**

Rods of length a arrive at random on an infinite, initially empty line. The attempt rate κ, the number of attempted positions per unit length and unit time, is uniform and independent of what is already adsorbed. A rod that would overlap an earlier one is rejected; any other rod sticks for ever. Adsorbed rods neither move nor leave. This is random sequential adsorption.

The data are a, κ and the time t. Since κ has the dimension 1/(length × time), the one independent dimensionless combination is

τ = κ a t.

The covered fraction θ is dimensionless, so it is a function θ(τ). At jamming, when no further rod fits anywhere, τ → ∞ and no parameter is left. The jamming coverage C = θ(∞) is therefore a pure number, the same for long and short rods and for fast and slow deposition. A second length, such as a lattice period or the size of the line, would spoil this argument, and both are examined below. All coverages are averages over the random arrivals.

**2. Simple case: dimers on a lattice**

Let each rod cover k neighbouring sites of a lattice, and let r be the attempt rate for each position of its leftmost site. Define E_n(t) as the probability that n given consecutive sites are all empty, with E_n(0) = 1.

For n ≥ k, an empty group of n sites is destroyed in two ways. A rod may land wholly inside it, at n−k+1 positions. Or it may overhang one end by j sites, with j = 1, …, k−1; this requires n+j empty sites, and there are two ends. Hence

dE_n/dt = −r[(n−k+1)E_n + 2 Σ_{j=1}^{k−1} E_{n+j}].

Each extra empty site adds one inside position, which suggests the form E_n = e^{−(n−k)rt} F_k(t). The left side becomes E_n[−(n−k)r + F_k′/F_k]. On the right, E_{n+j} = e^{−jrt}E_n. The terms in n−k cancel and leave

F_k′/F_k = −r[1 + 2 Σ_{j=1}^{k−1} e^{−jrt}].

With F_k(0) = 1, integration gives

F_k = exp[−rt − 2 Σ_{j=1}^{k−1} (1−e^{−jrt})/j].

A rod is accepted when its k sites are empty, and it then covers k sites, so dθ/dt = k r E_k = k r F_k.

For dimers, k = 2. Substitute v = 1−e^{−rt}, for which dv = r e^{−rt}dt:

θ = 2∫_0^v e^{−2v′}dv′ = 1 − exp[−2(1−e^{−rt})].

At short times this is 2rt, as it must be when nearly every attempt succeeds. At long times it is 1−e^{−2} = 0.8647. The dimers thus jam with some 14% of the sites empty, each of them isolated.

**3. The continuous line**

Now measure lengths in units of a and time by τ, so that attempts arrive at unit rate per unit length. Let E(l,τ) be the probability that a given interval of length l is empty. A rod fits where a unit interval is empty, and it adds unit covered length:

dθ/dτ = E(1,τ), θ(0) = 0.

Place the interval at 0 < x < l with l ≥ 1. A rod whose left end lies between 0 and l−1 is wholly inside; these positions have measure l−1. A rod whose left end is at −q, with 0 < q < 1, overhangs on the left and needs an empty length l+q. The right side contributes equally by reflection. Therefore

∂E(l,τ)/∂τ = −(l−1)E(l,τ) − 2∫_0^1 E(l+q,τ)dq, E(l,0) = 1.

The restriction l ≥ 1 matters: over a shorter interval a rod could overhang both ends, and the counting would change.

Following the lattice result, try

E(l,τ) = e^{−(l−1)τ} F(τ), F(0) = 1.

The integral needed is

∫_0^1 E(l+q,τ)dq = e^{−(l−1)τ}F ∫_0^1 e^{−qτ}dq = e^{−(l−1)τ}F (1−e^{−τ})/τ.

The left side of the rate equation is e^{−(l−1)τ}[−(l−1)F + F′]. The term −(l−1)F cancels on both sides, and division by the exponential gives

F′ = −2F (1−e^{−τ})/τ.

With the abbreviation

I(s) = ∫_0^s (1−e^{−u})/u du,

the solution is F(τ) = e^{−2I(τ)}.

It remains to show that no other solution with values between 0 and 1 has the same initial value. Let D(l,τ) be the difference between the true probability and the trial solution. Both lie between 0 and 1, so |D| ≤ 1, and D(l,0) = 0. Multiplying the linear equation for D by e^{(l−1)τ} and integrating gives

D(l,τ) = −2∫_0^τ e^{−(l−1)(τ−s)} ∫_0^1 D(l+q,s)dq ds.

Let m(τ) be the largest value (supremum) of |D(l,τ)| over l ≥ 1. The exponential is at most 1, so m(τ) ≤ 2∫_0^τ m(s)ds. Starting from m ≤ 1 and inserting the bound into itself n times gives m(τ) ≤ (2τ)^n/n!, which tends to zero as n grows. Hence D = 0. The same argument holds on the lattice, with 2(k−1)r in place of 2.

Integrating dθ/dτ = F(τ) yields

θ(τ) = ∫_0^τ exp[−2∫_0^s (1−e^{−u})/u du] ds,

and at jamming

C = ∫_0^∞ exp[−2∫_0^s (1−e^{−u})/u du] ds = 0.7476.

*Early-time limit.* For small s, I(s) ≈ s, so F ≈ 1−2s and θ ≈ τ−τ². The first term counts arrivals. The second reflects the length 2 that each isolated rod forbids to the left end of a later one.

*Direct simulation.* Rods were dropped on a closed ring of 200000 rod lengths. At τ = 1 the simulated coverage is 0.4710 and the formula gives 0.4714; at τ = 4 the values are 0.6685 and 0.6689. At τ = 1 the probability of an empty interval of length 1.5 is 0.1240 in the simulation and 0.1233 from the formula. For length 2.5 the values are 0.0456 and 0.0454. The exponential dependence on l is thus tested as well as the coverage.

**4. From the lattice to the line**

The lattice formula must pass into the continuous one when a rod covers many sites. The site spacing is a/k, so r = κa/k and rt = τ/k. Writing s for the running value of τ turns k r dt into ds:

θ_k(τ) = ∫_0^τ exp[−s/k − 2 Σ_{j=1}^{k−1} (1−e^{−js/k})/j] ds.

Set u_j = js/k and Δ = s/k. Then 1/j = Δ/u_j, and the sum is a Riemann sum of (1−e^{−u})/u with step Δ. For fixed s it tends to I(s), while s/k tends to zero.

At jamming s runs to infinity, so the limit and the integral may be exchanged only with a bound that holds for all k. The function (1−e^{−u})/u decreases with u, hence each term of the sum is at least the integral over the step to its right, and the whole sum is at least I(s)−I(s/k). The exponent is then at most

−2I(s) + [2I(s/k) − s/k].

The bracket has the form 2I(x)−x. It vanishes at x = 0 and tends to −∞ at large x, because I grows only logarithmically there, so it has a finite maximum B. Every integrand is bounded by e^B e^{−2I(s)}, whose integral converges, as section 5 shows. The exchange is allowed, and θ_k(∞) → C.

The values are 0.8647 for k = 2, 0.7846 for k = 6 and 0.7478 for k = 1000. Even the last lies slightly above the continuum value 0.7476.

**5. The slow approach to jamming**

To find I(s) at large s, split the integral at u = 1:

I(s) = ∫_0^1 (1−e^{−u})/u du + ln s − ∫_1^s e^{−u}/u du
= ln s + g + E₁(s),

where E₁(s) = ∫_s^∞ e^{−u}/u du is the exponential integral (not to be confused with the probabilities E) and

g = ∫_0^1 (1−e^{−u})/u du − ∫_1^∞ e^{−u}/u du.

This constant is Euler's γ, the limit of 1 + 1/2 + … + 1/n − ln n. The finite geometric sum gives

1 + 1/2 + … + 1/n = ∫_0^1 [1−(1−x)^n]/x dx = ∫_0^n [1−(1−u/n)^n]/u du.

Splitting the last integral at u = 1 and subtracting ln n = ∫_1^n du/u leaves the two integrals of g, with (1−u/n)^n in place of e^{−u}. This power tends to e^{−u}. It never exceeds e^{−u}, and 1−(1−u/n)^n never exceeds u, so both integrals converge to their limits and g = γ.

Consequently

F(s) = e^{−2γ} s^{−2} e^{−2E₁(s)}.

The factor s^{−2} makes C finite. Since E₁ decreases, the missing coverage is bounded on both sides:

e^{−2γ}e^{−2E₁(τ)}/τ ≤ C−θ(τ) ≤ e^{−2γ}/τ.

Thus τ[C−θ(τ)] → e^{−2γ}, with e^{−2γ} = 0.3152. At τ = 20 the product τ[C−θ(τ)] is 0.315237, equal to e^{−2γ} to the six digits given; here C was taken from the independent calculation of section 6.

The gaps explain this power law. Let G(l,τ) be the number of gaps per unit length of line and per unit gap length. A gap of length h > l offers a length h−l of positions to an empty interval l, so E(l,τ) = ∫_l^∞ (h−l)G(h,τ)dh. Two derivatives with respect to l give

G(l,τ) = ∂²E/∂l² = τ² e^{−(l−1)τ}F(τ), l ≥ 1.

At late times τ²F → e^{−2γ}, so gaps of length 1+ε have density e^{−2γ}e^{−ετ}. Such a gap has only a length ε of allowed positions and fills at rate ε. For ε < 1 it takes one more rod, and gaps with ε ≥ 1 are exponentially rare. Integrating over ε gives e^{−2γ}/τ again.

On a lattice a gap that can still take a rod has at least one full site position, so it fills at rate r or faster. The factor e^{−s/k} then makes the final approach exponential. The 1/τ law belongs to the continuous line.

**6. The same number without a clock, and finite segments**

Let M(x) be the mean number of rods on a jammed segment of length x, with M = 0 for x < 1. For x > 1 the left end of the first rod is uniformly distributed between 0 and x−1. If it lies at y, segments of lengths y and x−1−y remain, and they fill independently. Their averages over y are equal by reflection, so

M(x) = 1 + [2/(x−1)]∫_0^{x−1} M(y)dy, M(1) = 1.

No rate appears, in keeping with the dimensional argument. Try M = A(x+1)−1 and put X = x−1:

1 + (2/X)[AX²/2 + (A−1)X] = 1 + AX + 2A − 2 = A(X+2) − 1 = A(x+1) − 1.

The linear form reproduces itself for any A. It does not hold on short segments, and their values select A. Numerical solution from short segments upward gives (M+1)/(x+1) = 0.74759792 at both x = 12 and x = 30. The time integral has the same eight digits. Replacing A by C, the coverage of a long segment is

M(x)/x = C − (1−C)/x.

The ends cost coverage because no rod may project beyond them.

On a lattice the corresponding recursion is

M_n = 1 + [2/(n−k+1)] Σ_{i=0}^{n−k} M_i.

For k = 2 and k = 6 its slope at n = 300, converted to coverage as k(M_300−M_299), agrees with θ_k(∞) within 10⁻⁶.

**7. Chain molecules at copper steps**

Consider flat-lying chain molecules that anchor along straight close-packed steps of Cu at 300 K. With the lattice constant of the model set to 0.361 nm, the spacing along the step is 0.361/√2 = 0.2553 nm. A rod of six spacings is 1.532 nm long, roughly the length of a lying octanedithiol, whose molar mass is 178 g/mol. The other parameters are round model values.

At pressure p = 10⁻⁷ Torr the impingement flux is

Φ = p/√(2πmk_BT) = 0.1520 nm⁻² s⁻¹,

where m is the molecular mass. Molecules landing in a strip 0.5 nm wide enter a weakly bound mobile layer, and each has a probability 0.01 of attempting to anchor before it leaves. Then

κ = 0.1520 × 0.5 × 0.01 = 7.60×10⁻⁴ nm⁻¹ s⁻¹,
κa = 7.60×10⁻⁴ × 1.532 = 1.164×10⁻³ s⁻¹.

After one hour τ = 1.164×10⁻³ × 3600 = 4.19 and θ = 0.672. The late-time law gives the same: 0.7476 − 0.3152/4.19 = 0.672. The line density is 0.672/1.532 = 0.439 rods per nm, against 0.488 at jamming. Reaching 99% of C requires τ = 0.3152/(0.01 × 0.7476) = 42.2, or about 10 h. The last tenth of the coverage takes most of the exposure.

The mobile layer is what makes the arrival rule plausible. With a binding energy of 0.7 eV and an attempt frequency of 10¹³ s⁻¹, a molecule stays 0.058 s. With a barrier to motion of 0.3 eV its estimated range is roughly 600 nm, provided that it can pass anchored rods and kinks in the step. It then samples many positions before it anchors or leaves, and blocked molecules can escape. There are 0.0067 mobile molecules per rod length, too few to crowd one another. This number is very sensitive to the binding energy: at the same attempt frequency it reaches 0.1 at 0.77 eV and 0.3 at 0.8 eV. A lying chain with two thiol ends may well bind more strongly than 0.7 eV, and the dilute layer assumed here would then not hold at this pressure. Anchoring depletes the layer by about 1% at most.

The neglected effects compare as follows, each varied alone:

- Cu lattice period: if rods lock to the sites, jamming rises by 0.037 to 0.785, and the one-hour coverage rises from 0.672 to 0.723.
- Contact energy: a weight e^{±0.02 eV/k_BT} for positions touching a rod shifts the lattice jamming value by +0.016 for attraction and −0.010 for repulsion.
- Finite steps: straight segments of 50 nm, or 32.65 rods, lower the continuum jamming value by 0.008. The length of 50 nm is a model value; thermal kinks can make the straight segments shorter, and the loss grows as the inverse of their length as long as they exceed about three rod lengths; on shorter segments the 1/x law fails.

With these values the lattice shift is the largest of the three, although a contact attraction of 0.04 eV would already match it. For rods in registry θ_6 is the better formula; it reaches 99% of its own jamming value at τ ≈ 13, after about 3 h rather than 10 h. For six-site rods on straight rows of 9 to 34 sites (up to about 9 nm) the ends cost more than the lattice adds, and the jammed coverage falls below 0.7476.

Hopping could matter more. The assumed barrier of 1.2 eV gives 0.0025 hops per rod in 10 h; keeping the number below 0.01 needs at least about 1.16 eV at the same attempt frequency. With a lower barrier, small gaps can merge and admit further rods. Full coverage, 0.25 above C, is then the ceiling.

For real dithiols on copper the anchoring probability may be far too low, because clean copper reacts readily with thiols. A molecule that lands on an anchored rod could then move to a nearby gap and bind there instead of leaving. Free positions close to rods would be favoured, and the resulting shift is not computed here. Real chains may also bend or stand up. The value 0.7476 should be used for such a system only if its rods stay flat, rigid and fixed, choose free positions uniformly, have no preferred sites and lie along steps that stay straight over many rod lengths. The numerical output gives the remaining digits.

Values computed for the example and the checks

```
Jamming coverage, integral: 0.74759792
Jamming coverage, segment recursion x=12: 0.74759792
Jamming coverage, segment recursion x=30: 0.74759792
Largest rate-equation residual: 5.3e-09
Late-time constant exp(-2 gamma): 0.315237
tau*(C-theta) at tau=20: 0.315237
theta(1): formula 0.4714, simulation 0.4710
theta(4): formula 0.6689, simulation 0.6685
E(1.0,1): formula 0.2033, simulation 0.2041
E(1.5,1): formula 0.1233, simulation 0.1240
E(2.5,1): formula 0.0454, simulation 0.0456
Simulated line: 200000 rod lengths
Lattice jamming, k=2: 0.864665
Lattice jamming, k=6: 0.784630
Lattice jamming, k=1000: 0.747814
Example: chain molecules at Cu steps
Cu lattice constant (rough): 0.361 nm
Close-packed spacing: 0.2553 nm
Rod length: 1.532 nm
Temperature: 300 K, kT = 0.02585 eV
Pressure: 1e-07 Torr
Molar mass: 178 g/mol
Capture strip: 0.5 nm
Anchoring probability: 0.01
Impingement flux: 0.1520 per nm2 per s
Attempt rate: 7.601e-04 per nm per s
Clock rate tau/t: 1.164e-03 per s
tau after 1 h: 4.191
Coverage after 1 h: 0.6724
Rod density after 1 h: 0.4390 per nm
Rod density at jamming: 0.4881 per nm
tau at 99% of jamming: 42.17
Time to 99% of jamming: 10.06 h
Neglected effects
Coverage after 1 h on the Cu lattice: 0.7230
Lattice shift of jamming: +0.0370
Straight segment: 50 nm = 32.65 rods
Segment shift of jamming: -0.0077
Contact energy: 0.02 eV, weight 2.168
Attraction shift (lattice): +0.0160
Repulsion shift (lattice): -0.0097
Attempt frequency: 1e+13 per s
Hops per rod to 99% time at 1.2 eV: 2.5e-03
Least barrier for 0.01 hops: 1.164 eV
Mobile-layer binding: 0.7 eV, dwell 0.0575 s
Mobile molecules per rod length: 0.0067
Mobile-layer barrier: 0.3 eV, range 585 nm
```
